\section*{Oxygen Pressure and the Formation Energy of an Oxygen Vacancy}

\section*{Problem}

An oxide film for a gate stack is held at $T=1000$ K in contact with O$_2$ gas. The partial pressure of O$_2$ is lowered by twelve decades, from $p_1=10^{-6}$ eV/\AA$^3$, which is 1.58 times the standard atmosphere, to $p_2=10^{-18}$ eV/\AA$^3$. The temperature stays the same, and the film is given time to reach equilibrium with the gas at each pressure.

(a) By how much does the formation energy of a neutral oxygen vacancy change?

(b) In a model oxide this energy is 4.00 eV at $p_1$. What fraction of the oxygen sites holds a neutral vacancy at each pressure?

(c) Does the answer to (a) also hold for a doubly charged vacancy whose charge is balanced by free electrons?

The algebra uses atomic units, with Boltzmann's constant $k$ kept visible. Numerical energies are in eV and lengths in \AA.

\section*{A tempting solution}

To make a vacancy, an oxygen atom is taken out of the oxide and given to the gas. The cost therefore contains the chemical potential of the gas, which for an ideal gas at fixed temperature is $kT\ln p$ plus a constant. With $kT=0.086173$ eV and $\ln(p_2/p_1)=-12\ln 10=-27.6310$,
\[
\Delta E_f = kT\ln\frac{p_2}{p_1}
=0.086173\times(-27.6310)\ \text{eV}=-2.381\ \text{eV}.
\]

The sign is right, and so is the pressure dependence of the gas. The fault lies in the word ``gas''. The quantity $kT\ln p$ belongs to one \emph{molecule} of O$_2$, whereas one vacancy releases one \emph{atom}. The calculation has charged each vacancy for a whole molecule.

The reaction shows the same thing. Gas is released according to
\[
2\,\mathrm{O_{lattice}}\;\longrightarrow\;2\,\text{vacancies}+\mathrm{O_2},
\]
so two vacancies share the effect of the pressure on one molecule.

\section*{Right solution}

\subsection*{What the formation energy contains}

Let $E_{\rm host}$ be the energy of the perfect oxide and $E_{\rm vac}$ that of the same piece with one oxygen atom missing and charge $q$. At nonzero temperature both are understood to include the vibrational free energy of the solid. The formation energy is
\begin{equation}
E_f=E_{\rm vac}-E_{\rm host}+\mu_{\rm O}+q\,(\varepsilon_v+E_F),
\label{eq:def}
\end{equation}
where $\mu_{\rm O}$ is the chemical potential of an oxygen atom, $\varepsilon_v$ is the valence band edge and $E_F$ is the Fermi level measured from that edge. The sign of $\mu_{\rm O}$ is positive because the reservoir gains the atom.

The gas pressure does not alter the first two terms noticeably. Even if a vacancy changed the volume of the solid by 10 \AA$^3$, the work against $p_1$ would be $10\times10^{-6}=10^{-5}$ eV. For $q=0$, or for fixed $q$ and fixed $E_F$, equation (\ref{eq:def}) gives
\begin{equation}
\Delta E_f=\Delta\mu_{\rm O}.
\label{eq:same}
\end{equation}
The defect itself has not become more stable. What has changed is the price at which the surroundings accept the atom.

\subsection*{From the atom to the molecule}

Let $dn$ molecules of O$_2$ split and hand their atoms to the oxide. The gas loses $\mu_{\rm O_2}\,dn$ of free energy and the oxide gains $2\mu_{\rm O}\,dn$. In equilibrium the total does not change to first order, so $2\mu_{\rm O}-\mu_{\rm O_2}=0$ and
\begin{equation}
\mu_{\rm O}=\tfrac12\,\mu_{\rm O_2}.
\label{eq:half}
\end{equation}
This is the factor missing from the first attempt.

\subsection*{The pressure dependence of the gas}

Consider $N$ molecules of mass $m$ in a cube of side $L$ and volume $V=L^3$. Motion along one edge has the levels $\pi^2n^2/(2mL^2)$, $n=1,2,\dots$ With $a=\pi^2/(2mL^2kT)$ much smaller than one, the sum over levels may be replaced by an integral:
\[
\sum_{n=1}^{\infty}e^{-an^2}\simeq\int_0^\infty e^{-an^2}\,dn
=\frac12\sqrt{\frac{\pi}{a}}
=L\sqrt{\frac{mkT}{2\pi}}=\frac{L}{\lambda},
\qquad
\lambda=\sqrt{\frac{2\pi}{mkT}} .
\]
Three directions give $V/\lambda^3$. Rotation, vibration and the electronic state of the molecule multiply this by a factor $z(T)$ that does not depend on $V$. For independent molecules that rarely compete for the same state, the partition function and free energy are
\[
Z=\frac{1}{N!}\left(\frac{Vz}{\lambda^3}\right)^{N},
\qquad
F=-kT\ln Z=-kT\left[N\ln\frac{Vz}{\lambda^3}-\ln N!\right].
\]
The chemical potential is the free energy of adding the last molecule. Since $\ln N!-\ln(N-1)!=\ln N$,
\[
\mu_{\rm O_2}=F(N)-F(N-1)=-kT\ln\frac{Vz}{N\lambda^3}.
\]
The pressure follows from the same $F$:
\[
p=-\frac{\partial F}{\partial V}=\frac{NkT}{V},
\qquad\text{so}\qquad \frac VN=\frac{kT}{p}.
\]
Inserting this volume per molecule gives
\begin{equation}
\mu_{\rm O_2}=-kT\ln\frac{kT\,z}{p\,\lambda^3}
=kT\ln p+kT\ln\frac{\lambda^3}{kT\,z}.
\label{eq:mu}
\end{equation}
(The logarithms are split for convenience; only their sum has a dimensionless argument.) The last term depends on temperature alone. It cancels between two pressures at the same $T$, which is why no property of the O$_2$ molecule is needed:
\begin{equation}
\Delta\mu_{\rm O_2}=kT\ln\frac{p_2}{p_1}.
\label{eq:dmu}
\end{equation}

\subsection*{Answer to (a)}

Equations (\ref{eq:same}), (\ref{eq:half}) and (\ref{eq:dmu}) combine to
\begin{equation}
\Delta E_f=\frac{kT}{2}\ln\frac{p_2}{p_1}.
\label{eq:main}
\end{equation}
Numerically,
\[
\Delta E_f=\tfrac12\times0.086173\times(-27.6310)\ \text{eV}
=-1.19\ \text{eV}\quad(-0.0438\ \text{hartree}).
\]
Each decade of pressure contributes 0.0992 eV, and twelve decades give twelve times as much. The lowering is proportional to $T$: at 500 K the same pressure ratio would give half of it.

Two numerical tests bear on the two parts of this result. Summing the box levels explicitly at both pressures, without the integral, and halving the change in $\mu_{\rm O_2}$ again gives $-1.1905$ eV. This checks the gas but takes the factor one half for granted. The second test uses no chemical potential and puts in only the count of two vacancies per released molecule: it treats lattice and gas as one closed system and sums over the number of released molecules, up to a limit beyond which the terms are negligible. When the pressure falls by four decades, the ratio of vacant to filled sites rises by a factor 99.995, corresponding to $-0.3968$ eV, or four times $-0.0992$ eV. The small shortfall from 100 arises because the released O$_2$ raises the final pressure by about one part in $10^4$. The tempting solution would have required a factor of $10^4$.

\subsection*{How ideal is the gas?}

At fixed temperature $d\mu_{\rm O_2}=v\,dp$, where $v$ is the volume per molecule. To leading order in the density, a second virial coefficient $B$ changes $v$ from $kT/p$ to $kT/p+B$. The lowering of $\mu_{\rm O}$ is then
\[
\frac12\int_{p_2}^{p_1}\left(\frac{kT}{p}+B\right)dp
=\frac{kT}{2}\ln\frac{p_1}{p_2}+\frac{B}{2}(p_1-p_2).
\]
For a model value $B=100$ \AA$^3$ the extra term is $\tfrac12\times100\times10^{-6}=5\times10^{-5}$ eV, far below the 0.01 eV to which the answer to (a) is given.

\section*{Answer to (b): how many vacancies}

Count neutral vacancies only, and treat each oxygen site as independent, with one filled state of weight 1 and one vacant state of weight $e^{-E_f/kT}$. The vacant fraction $c$ then obeys
\[
\frac{c}{1-c}=e^{-E_f/kT},\qquad c\simeq e^{-E_f/kT}\quad\text{for } c\ll1 .
\]
At the starting pressure $E_f=4.00$ eV, and at the final pressure $E_f=4.00-1.19=2.81$ eV. The fractions are
\[
c_1=6.9\times10^{-21},\qquad c_2=6.9\times10^{-15}.
\]
As long as both fractions are small, their ratio does not depend on the chosen 4.00 eV. From equation (\ref{eq:main}),
\[
\frac{c_2}{c_1}=e^{-\Delta E_f/kT}
=\exp\left(-\frac12\ln\frac{p_2}{p_1}\right)
=\left(\frac{p_1}{p_2}\right)^{1/2}=10^{6}.
\]
Twelve decades in pressure become six decades in neutral vacancies. A large relative increase need not mean many defects. With a model density of 0.05 oxygen sites per \AA$^3$, the final density is $0.05\times6.9\times10^{-15}\simeq3.5\times10^{-16}$ \AA$^{-3}$, or one neutral vacancy in a cube with a side of about $1.4\times10^5$ \AA.

\section*{Answer to (c): when the Fermi level moves}

For a vacancy of charge $+2$, equation (\ref{eq:main}) still holds if $E_F$ is held fixed. It is not fixed if the electrons left behind by the vacancies are themselves the balancing charge. Let $n$ be the density of free electrons and $[V]$ that of the charged vacancies. With band gap $E_g$, band-edge density $N_c$ and oxygen site density $N_s$, in the dilute limit,
\[
n=N_c\,e^{-(E_g-E_F)/kT},\qquad [V]=N_s\,e^{-E_f/kT},\qquad n=2[V].
\]
Because $n$ and $[V]$ stay in proportion, they grow by the same factor between the two pressures. Taking logarithms of these factors gives
\[
\frac{\Delta E_F}{kT}=-\frac{\Delta E_f}{kT},
\qquad\text{so}\qquad \Delta E_F=-\Delta E_f .
\]
Equation (\ref{eq:def}) with $q=2$ now gives
\[
\Delta E_f=\Delta\mu_{\rm O}+2\Delta E_F=\Delta\mu_{\rm O}-2\Delta E_f
\quad\Longrightarrow\quad
\Delta E_f=\tfrac13\,\Delta\mu_{\rm O}.
\]
For an oxide that is locally neutral in this way, the answer to (c) is therefore no: the lowering is $1.19/3\simeq0.40$ eV. New vacancies release electrons, the electrons raise the Fermi level, and a higher Fermi level makes further positive vacancies more expensive.

A model with $E_g=6.0$ eV, a density of $10^{-4}$ \AA$^{-3}$ at each band edge and the site density used above shows the size of the effect. The charged vacancy is assigned $-6.0$ eV at $p_1$ for a Fermi level at the valence edge. This negative value is a reference point, not the energy at equilibrium. Solving the neutrality condition, with holes included, gives a Fermi level that rises from 4.20 to 4.60 eV. The formation energy is
\[
-6.0+2\times4.1984=2.397\ \text{eV at }p_1,
\qquad
-6.0-1.1905+2\times4.5953=2.000\ \text{eV at }p_2,
\]
a change of $-0.397$ eV. The density of charged vacancies grows by $e^{0.3968/0.086173}\simeq100$, which is $(p_1/p_2)^{1/6}$, rather than by $10^6$. In this model the charged vacancy is cheaper than the neutral one at both pressures, so most vacancies are charged; the fractions in (b) count the neutral ones alone. Singly charged vacancies, dopants and other charged defects are left out; if one of them dominates the charge balance, the factor can differ from one third. If donors supply far more electrons than the vacancies do at both pressures, for example, the Fermi level hardly moves and the change is again close to the full $\Delta\mu_{\rm O}$. Very little doping is needed for this. The electron density of the model is only $8\times10^{10}$ cm$^{-3}$ at $p_1$ and $8\times10^{12}$ cm$^{-3}$ at $p_2$, and $10^{15}$ ionized donors per cm$^3$ already restore $-1.19$ eV.

The condition $n=2[V]$ also needs a sample much thicker than the screening length. For a dielectric constant of 25, the densities above give about 22 $\mu$m at $p_1$ and 2 $\mu$m at $p_2$. A gate film a few nanometres thick on a substrate or electrode does not meet this condition: the neighbouring layer fixes the Fermi level and takes up the electrons. With $E_F$ held at 4.20 eV on one face of a 5 nm film, the vacancy charge at $p_2$ is $8\times10^{-8}$ elementary charges per \AA$^3$ and shifts the potential across the film by less than 1 mV. The doubly charged vacancy then also changes by $-1.19$ eV. The factor one third belongs to thick, very pure material.

\section*{Where the result stops applying}

Equation (\ref{eq:main}) compares two equilibria at one temperature. If the temperature changes as well, the last term of equation (\ref{eq:mu}) no longer cancels. If oxygen cannot move between film and gas in the time available, or if a neighbouring layer in the stack fixes $\mu_{\rm O}$ instead, the gas pressure does not determine the vacancy energy in the film. The oxide must also survive: once $\mu_{\rm O}$ is low enough for it to decompose, there is no host left to which equation (\ref{eq:def}) could refer. The numerical output below lists the main values.

\section*{Table of computed values}
\begin{verbatim}
temperature: 1000 K
Boltzmann constant: 8.617333e-05 eV/K
kT: 0.086173 eV
starting O2 pressure: 1.0e-06 eV/A^3
final O2 pressure: 1.0e-18 eV/A^3
starting pressure / standard atmosphere: 1.58
ln(p2/p1): -27.6310
change of O2 chemical potential: -2.3811 eV
change of vacancy formation energy: -1.1905 eV
same change in atomic units: -0.04375 hartree
lowering per decade of pressure: 0.0992 eV
change from explicit box levels: -1.1905 eV
closed system, four decades, vacancy odds ratio: 99.995
closed system, four decades, energy change: -0.3968 eV
model second virial coefficient: 100 A^3
virial addition to the lowering: 5.0e-05 eV
neutral vacancy energy at start: 4.00 eV
neutral vacancy energy at end: 2.8095 eV
neutral vacancy site fraction at start: 6.932e-21
neutral vacancy site fraction at end: 6.932e-15
ratio of site fractions: 1.0000e+06
model band gap: 6.0 eV
model band-edge density, each band: 1.0e-04 A^-3
model oxygen site density: 0.05 A^-3
2+ vacancy energy, Fermi level at valence edge: -6.0 eV
self-consistent Fermi level at start: 4.1984 eV
self-consistent Fermi level at end: 4.5953 eV
2+ vacancy energy at start: 2.3968 eV
2+ vacancy energy at end: 2.0000 eV
2+ change with moving Fermi level: -0.3968 eV
\end{verbatim}
